# Lifshitz free energy from the scattering round-trip operator: verification in Python

```python
"""
Result under test: the free energy per area of two half-spaces across a vacuum gap d,
  F/A = kT sum'_n int d^2k/(2 pi)^2 sum_{TE,TM} ln(1 - r1 r2 exp(-2 kappa d)),
where the prime halves the n = 0 term, xi_n = 2 pi n kT/hbar, q = xi_n/c,
kappa = sqrt(k^2 + q^2), and r1, r2 are reflection amplitudes at frequency i xi_n.
Operators: G0 = (curl curl + q^2)^-1, V = q^2 (eps - 1) inside a body,
T = V (1 + G0 V)^-1, and the round trip is G0 T1 G0 T2.
The grid model uses hbar = c = k_B = 1 and a fixed lateral wave number.
"""
import numpy as np
import mpmath
from scipy import constants as const
from scipy.integrate import quad


def fresnel(eps, kappa, q):
    """TE and TM amplitudes of a half-space; TM is a ratio of magnetic fields."""
    inside = np.sqrt(kappa**2 + (eps - 1) * q**2)
    te = (kappa - inside) / (kappa + inside)
    tm = (eps * kappa - inside) / (eps * kappa + inside)
    return te, tm


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# ---------- grid model: field and matter oscillators at fixed k ----------
K_LAT, GAP, BODY, TEMP = 1.0, 0.8, 6.0, 0.1
CHI = (2.0, 4.0)      # static susceptibilities
RES = (1.0, 1.5)      # resonance frequencies


def chi_imag(i, xi):
    return CHI[i] / (1 + (xi / RES[i])**2)


def build_grid(h, pol):
    """Curl-curl matrix, positions, body fillings, number of static zero modes."""
    cells = round((2 * BODY + GAP) / h)
    nodes = np.arange(1, cells) * h - BODY
    halves = (np.arange(cells) + 0.5) * h - BODY
    diff = (np.eye(cells, cells - 1) - np.eye(cells, cells - 1, k=-1)) / h
    if pol == "TE":
        curlcurl = diff.T @ diff + K_LAT**2 * np.eye(cells - 1)
        pos, zero_modes = nodes, 0
    else:  # variables E_x on nodes and i E_z on half nodes make the matrix real
        curl = np.hstack([diff, -K_LAT * np.eye(cells)])
        curlcurl = curl.T @ curl
        pos, zero_modes = np.concatenate([nodes, halves]), cells - 1
    fill1 = np.heaviside(-np.round(2 * pos / h), 0.5)
    fill2 = np.heaviside(np.round(2 * (pos - GAP) / h), 0.5)
    return curlcurl, pos, fill1, fill2, zero_modes


def mode_free_energy(curlcurl, pos, fill1, fill2, zero_modes):
    """Thermal free energy of all normal modes of field plus oscillators."""
    res = np.where(pos < GAP / 2, RES[0], RES[1])
    strength = fill1 * CHI[0] * RES[0]**2 + fill2 * CHI[1] * RES[1]**2
    coupling = -np.diag(res * np.sqrt(strength))
    matrix = np.block([[curlcurl + np.diag(strength), coupling],
                       [coupling, np.diag(res**2)]])
    squares = np.linalg.eigvalsh(matrix)
    if zero_modes:
        assert np.max(np.abs(squares[:zero_modes])) < 1e-8
    squares = squares[zero_modes:]
    assert squares[0] > 1e-4
    omega = np.sqrt(squares)
    return np.sum(omega / 2 + TEMP * np.log1p(-np.exp(-omega / TEMP)))


def interaction_from_modes(h, pol):
    kk, pos, f1, f2, nz = build_grid(h, pol)
    none = 0 * f1
    return (mode_free_energy(kk, pos, f1, f2, nz)
            + mode_free_energy(kk, pos, none, none, nz)
            - mode_free_energy(kk, pos, f1, none, nz)
            - mode_free_energy(kk, pos, none, f2, nz))


def round_trip_on_grid(h, pol, xi):
    """Trace of the round trip and reflection amplitude of body 1 from T operators."""
    kk, pos, f1, f2, _ = build_grid(h, pol)
    one = np.eye(len(pos))
    free = kk + xi**2 * one
    g0 = np.linalg.inv(free)
    v1 = np.diag(xi**2 * chi_imag(0, xi) * f1)
    v2 = np.diag(xi**2 * chi_imag(1, xi) * f2)
    t1 = v1 @ np.linalg.inv(one + g0 @ v1)
    t2 = v2 @ np.linalg.inv(one + g0 @ v2)
    trip = g0 @ t1 @ g0 @ t2

    def logdet(m):
        return np.linalg.slogdet(m)[1]
    ratio = logdet(free + v1 + v2) + logdet(free) - logdet(free + v1) - logdet(free + v2)
    assert abs(ratio - logdet(one - trip)) < 1e-8      # operator factorization
    singular = np.linalg.svd(t1 @ g0 @ t2, compute_uv=False)
    assert singular[1] < 1e-8 * singular[0]            # one channel per polarization
    kappa = np.sqrt(K_LAT**2 + xi**2)
    wave = np.exp(kappa * np.minimum(pos, 0))
    if pol == "TE":
        sign = -1
    else:  # e_out = -e_in in the real variables, which reverses the sign
        sign = 1
        n_nodes = (len(pos) - 1) // 2
        wave = wave * np.where(np.arange(len(pos)) < n_nodes, kappa, K_LAT) / xi
    refl = sign * h * (wave @ t1 @ wave) / (2 * kappa)
    return np.array([np.trace(trip), refl])


def extrapolate(func, *args):
    """Remove the h^2 grid error with two spacings."""
    return (4 * func(0.05, *args) - func(0.1, *args)) / 3


n_lat = np.arange(0, 200)
xi_lat = 2 * np.pi * TEMP * n_lat
kap_lat = np.sqrt(K_LAT**2 + xi_lat**2)
weight_lat = np.where(n_lat == 0, 0.5, 1.0)
ra = fresnel(1 + chi_imag(0, xi_lat), kap_lat, xi_lat)
rb = fresnel(1 + chi_imag(1, xi_lat), kap_lat, xi_lat)
print("Grid model, hbar = c = k_B = 1 (all numbers dimensionless)")
print(f"k = {K_LAT}, gap = {GAP}, temperature = {TEMP}, xi_1 = {xi_lat[1]:.5f}")
print(f"static susceptibilities {CHI}, resonances {RES}")
for p, pol in enumerate(("TE", "TM")):
    modes = extrapolate(interaction_from_modes, pol)
    trips = ra[p] * rb[p] * np.exp(-2 * kap_lat * GAP)
    formula = TEMP * np.sum(weight_lat * np.log1p(-trips))
    trace, refl = extrapolate(round_trip_on_grid, pol, xi_lat[1])
    print(f"{pol} free energy: modes {modes:.7f}, formula {formula:.7f}")
    print(f"{pol} round trip at xi_1: grid {trace:.6f}, formula {trips[1]:.6f}")
    print(f"{pol} r1 at xi_1: T operator {refl:.6f}, Fresnel {ra[p][1]:.6f}")
    assert close(modes, formula, 1e-3)
    assert close(trace, trips[1], 1e-3)
    assert close(refl, ra[p][1], 1e-3)

# ---------- dilute bodies: real-space trace against the k integral ----------
q_dil, chi_dil = 1.0, 1e-4


def green_square_trace(r):
    g = np.exp(-q_dil * r) / (4 * np.pi * r)
    first = -(q_dil + 1 / r) * g
    second = (q_dil**2 + 2 * q_dil / r + 2 / r**2) * g
    along = g - second / q_dil**2
    across = g - first / (r * q_dil**2)
    return along**2 + 2 * across**2


def dilute_log(k):
    kap = np.sqrt(k * k + q_dil**2)
    return k / (2 * np.pi) * sum(np.log1p(-r * r * np.exp(-2 * kap * GAP))
                                 for r in fresnel(1 + chi_dil, kap, q_dil)) / chi_dil**2


real_space = -q_dil**4 * np.pi * quad(
    lambda r: r * (r - GAP)**2 * green_square_trace(r), GAP, 40, epsabs=0, limit=200)[0]
k_space = quad(dilute_log, 0, 40, epsabs=0, limit=200)[0]
assert close(k_space, real_space, 1e-3)
print(f"Dilute log det/(area chi^2): real space {real_space:.6f}, k space {k_space:.6f}")

# ---------- worked example in SI units ----------
hbar, c, kB, eV = const.hbar, const.c, const.k, const.e
T = 300.0
STATIC = (3.0, 5.0)
RES_EV = (10.0, 6.0)
xi1 = 2 * np.pi * kB * T / hbar
X_MAX = 45.0
_x, _w = np.polynomial.legendre.leggauss(80)
u_nodes = 0.5 * (_x + 1) * X_MAX**(1 / 3)
u_weights = 0.5 * _w * X_MAX**(1 / 3)


def eps_body(i, xi):
    return 1 + (STATIC[i] - 1) / (1 + (hbar * xi / (RES_EV[i] * eV))**2)


def products(kappa, xi):
    a = fresnel(eps_body(0, xi), kappa, xi / c)
    b = fresnel(eps_body(1, xi), kappa, xi / c)
    return a[0] * b[0], a[1] * b[1]


def mirror_products(kappa, xi):
    return np.ones_like(kappa), np.ones_like(kappa)


def matsubara_terms(d, prod=products, pressure=False):
    """Rows TE, TM; columns n. Energy per area (J/m^2) or pressure (Pa)."""
    count = int(X_MAX / (2 * xi1 * d / c)) + 2
    n = np.arange(count)
    xi = (n * xi1)[:, None]
    x = 2 * xi * d / c + u_nodes**3          # x = 2 kappa d
    kappa = x / (2 * d)
    measure = u_weights * 3 * u_nodes**2 * x / (4 * d**2)   # k dk
    rows = []
    for rr in prod(kappa, xi):
        trip = rr * np.exp(-x)
        f = -2 * kappa * trip / (1 - trip) if pressure else np.log1p(-trip)
        rows.append(kB * T / (2 * np.pi) * np.sum(measure * f, axis=1))
    terms = np.array(rows)
    terms[:, 0] *= 0.5
    return terms


d = 100e-9
terms = matsubara_terms(d)
total = terms.sum()
press = matsubara_terms(d, pressure=True).sum()
step = 1e-3 * d
slope = -(matsubara_terms(d + step).sum() - matsubara_terms(d - step).sum()) / (2 * step)
assert close(press, slope, 1e-4)

r_static = [(e - 1) / (e + 1) for e in STATIC]
li3 = float(mpmath.polylog(3, r_static[0] * r_static[1]))
static_formula = -kB * T * li3 / (16 * np.pi * d**2)
assert close(terms[1, 0], static_formula, 1e-7) and abs(terms[0, 0]) < 1e-12 * abs(total)


def direct_integrand(s, n):
    """s = k d; direct integration over k, both polarizations."""
    kap = np.sqrt((s / d)**2 + (n * xi1 / c)**2)
    return s * sum(np.log1p(-rr * np.exp(-2 * kap * d)) for rr in products(kap, n * xi1))


for n in (1, 10):
    direct = kB * T / (2 * np.pi * d**2) * quad(direct_integrand, 0, 30, args=(n,),
                                               epsabs=0, limit=200)[0]
    assert close(terms[:, n].sum(), direct, 1e-6)

mirror = matsubara_terms(d, mirror_products).sum()
mirror_zero_T = -np.pi**2 * hbar * c / (720 * d**3)
assert close(mirror, mirror_zero_T, 1e-4)   # thermal part is a few 1e-5 here

print(f"Example: T = {T:.0f} K, d = {d*1e9:.0f} nm, kT = {kB*T/eV:.6f} eV")
print(f"static permittivities {STATIC}, resonances {RES_EV} eV")
print(f"hbar xi_1 = {hbar*xi1/eV:.5f} eV, xi_1 = {xi1:.5e} rad/s")
print(f"eps1(i xi_1) = {eps_body(0, xi1):.6f}, eps2(i xi_1) = {eps_body(1, xi1):.6f}")
kap_pt = np.sqrt(1 / d**2 + (xi1 / c)**2)
print(f"Point n = 1, k = 1/d: q d = {xi1*d/c:.6f}, kappa d = {kap_pt*d:.6f}")
for i in (0, 1):
    te, tm = fresnel(eps_body(i, xi1), kap_pt, xi1 / c)
    print(f"  body {i+1}: r_TE = {te:.6e}, r_TM = {tm:.6f}")
for name, rr in zip(("TE", "TM"), products(kap_pt, xi1)):
    trip = rr * np.exp(-2 * kap_pt * d)
    print(f"  {name} round trip = {trip:.6e}, logarithm = {np.log1p(-trip):.6e}")
print(f"static r_TM: {r_static[0]:.6f}, {r_static[1]:.6f}; Li3(product) = {li3:.6f}")
print(f"n = 0 term: integral {terms[1,0]*1e9:.6f}, Li3 formula {static_formula*1e9:.6f} nJ/m^2")
print(f"n = 1 term: TE {terms[0,1]*1e9:.6f}, TM {terms[1,1]*1e9:.6f} nJ/m^2")
print(f"TE sum {terms[0].sum()*1e9:.5f} nJ/m^2, TM sum {terms[1].sum()*1e9:.5f} nJ/m^2")
print(f"Free energy per area {total*1e9:.5f} nJ/m^2 = {total/eV*1e-18:.5e} eV/nm^2")
print(f"Pressure: formula {press:.6f} Pa, finite difference {slope:.6f} Pa")
print(f"Ideal mirrors: sum {mirror*1e9:.4f}, zero-T law {mirror_zero_T*1e9:.4f} nJ/m^2")
print("d (nm) | F/A (J/m^2) | TE share (%) | n = 0 share (%)")
for dist in (10e-9, 100e-9, 1e-6, 10e-6):
    tt = matsubara_terms(dist)
    s = tt.sum()
    print(f"{dist*1e9:7.0f} | {s:.5e} | {100*tt[0].sum()/s:.3f} | {100*tt[:,0].sum()/s:.3f}")
print("no test failed")
```

Running it gives:

```
Grid model, hbar = c = k_B = 1 (all numbers dimensionless)
k = 1.0, gap = 0.8, temperature = 0.1, xi_1 = 0.62832
static susceptibilities (2.0, 4.0), resonances (1.0, 1.5)
TE free energy: modes -0.0004393, formula -0.0004393
TE round trip at xi_1: grid 0.002145, formula 0.002145
TE r1 at xi_1: T operator -0.084958, Fresnel -0.084957
TM free energy: modes -0.0068560, formula -0.0068561
TM round trip at xi_1: grid 0.026954, formula 0.026954
TM r1 at xi_1: T operator 0.344852, Fresnel 0.344851
Dilute log det/(area chi^2): real space -0.005717, k space -0.005717
Example: T = 300 K, d = 100 nm, kT = 0.025852 eV
static permittivities (3.0, 5.0), resonances (10.0, 6.0) eV
hbar xi_1 = 0.16243 eV, xi_1 = 2.46779e+14 rad/s
eps1(i xi_1) = 2.999472, eps2(i xi_1) = 4.997071
Point n = 1, k = 1/d: q d = 0.082317, kappa d = 1.003382
  body 1: r_TE = -3.341874e-03, r_TM = 0.497423
  body 2: r_TE = -6.636520e-03, r_TM = 0.662799
  TE round trip = 2.981286e-06, logarithm = -2.981291e-06
  TM round trip = 4.431810e-02, logarithm = -4.533016e-02
static r_TM: 0.500000, 0.666667; Li3(product) = 0.348828
n = 0 term: integral -2.874391, Li3 formula -2.874391 nJ/m^2
n = 1 term: TE -0.033921, TM -5.362526 nJ/m^2
TE sum -5.26379 nJ/m^2, TM sum -45.26592 nJ/m^2
Free energy per area -50.52971 nJ/m^2 = -3.15382e-07 eV/nm^2
Pressure: formula -1.474493 Pa, finite difference -1.474498 Pa
Ideal mirrors: sum -433.3887, zero-T law -433.3753 nJ/m^2
d (nm) | F/A (J/m^2) | TE share (%) | n = 0 share (%)
     10 | -2.30041e-05 | 3.123 | 1.250
    100 | -5.05297e-08 | 10.417 | 5.689
   1000 | -5.66429e-11 | 9.631 | 50.746
  10000 | -2.87440e-13 | 0.000 | 100.000
no test failed
```
